# Peak Temperature of Thermally Stimulated Depolarization for Noninteracting Dopant-Vacancy Dipoles, part 2

A polarized, short-circuited fluorite oxide is heated at constant rate $b$ from $T_0$, and its depolarization current peaks at $T_m$. The task is to relate this peak to the reorientation barrier $E$.

An oxygen vacancy bound to a trivalent dopant occupies one of eight sites $\mathbf r=\frac a4\mathbf s$, with $\mathbf s=(s_x,s_y,s_z)$, each component $\pm1$, and lattice parameter $a$. Site $s$ has probability $f_s$. With the origin on the dopant, the moment is $\mathbf p=2e\,\mathbf r$, where $p=|\mathbf p|$ and $e$ is the elementary charge. The vacancy jumps along each cube edge at rate $w=w_0\exp(-E/kT)$, where $k$ is the Boltzmann constant. The relaxation time is

$$\tau(T)=\tau_0\exp\left(\frac{E}{kT}\right),\qquad \tau_0=\frac1{2w_0}. \tag{1}$$

For independent, identical dipoles, the polarization $P$, initially $P_0$, releases the current density

$$J=-\frac{dP}{dt}=\frac P\tau . \tag{2}$$

The peak condition is

$$\boxed{\tau(T_m)=\frac{kT_m^2}{bE}},\qquad
bE\tau_0\exp\left(\frac{E}{kT_m}\right)=kT_m^2. \tag{5}$$

With $R(T)=bE\tau(T)/(kT^2)$, the run must start where

$$R(T_0)>1,\qquad\text{or}\qquad bE\tau(T_0)>kT_0^2. \tag{7}$$

Let $x=E/(kT_m)$, $A=E/(kb\tau_0)$, $L=\ln A$, and let $W$ be the principal Lambert function. Then

$$x=2W\left(\frac{\sqrt A}{2}\right),\qquad
T_m=\frac{E}{2k\,W(\sqrt A/2)}, \tag{9}$$

or, iterating from $x=L-2\ln L$,

$$x_{\rm new}=x-\frac{x(x+2\ln x-L)}{x+2}
=\frac{x(L+2-2\ln x)}{x+2}. \tag{10}$$

Equivalently,

$$\tau(T_m)=\frac{kT_m^2}{bE}=\frac{T_m}{bx},\qquad
x^2e^x=\frac{E}{kb\tau_0}. \tag{11}$$

The polarization during heating is

$$P(T)=P_0\exp\left[-\frac{g(T)-g(T_0)}{b\tau_0}\right],\qquad
g(T)=\int_0^T e^{-E/kT'}dT'. \tag{12}$$

For a cold start, with $E_2(x)=\int_1^\infty e^{-xv}v^{-2}dv$, the fraction left at the peak and the peak current density are

$$\phi=\frac{P(T_m)}{P_0}=\exp\left[-xe^xE_2(x)\right], \tag{13}$$

$$J_m=\frac{P_0\phi}{\tau(T_m)}. \tag{14}$$

Temperatures are absolute, and energy and time units must be consistent.

### Width of the peak

Let $\theta=(T-T_m)x/T_m$, the distance from the peak in units of $kT_m^2/E$. For large $x$ and moderate $\theta$, $E/kT=x/(1+\theta/x)\approx x-\theta$. The jump rate therefore varies as $e^\theta$, and the exponent $g/(b\tau_0)$ is close to $e^\theta$. Normalizing $J=P/\tau$ at $\theta=0$ gives, at leading order in $1/x$,

$$\frac J{J_m}\approx\exp(1+\theta-e^\theta).$$

The two half-height points are $\theta\approx-1.46$ and $0.985$. The full width at half height is thus about $2.45\,kT_m^2/E$, with the steeper side at high temperature. At a given $T_m$ this width depends on $E$ alone, so a much wider measured peak does not fit the barrier $E$ with any single prefactor. If $E$ is not known independently, a lower barrier with a larger $\tau_0$ can reproduce both the position and the width.

### Heating rate and extraction of the barrier

The logarithm of the second relation in equation (11) is $x+2\ln x=\ln E-\ln k-\ln b-\ln\tau_0$. At fixed $E$ and $\tau_0$, differentiation gives $(1+2/x)dx=-d\ln b$. Since $T_m$ is proportional to $1/x$, $d\ln T_m=-dx/x$, and

$$\frac{d\ln T_m}{d\ln b}=\frac1{x+2}. \tag{15}$$

A change of $\ln\tau_0$ at fixed $E$ and $b$ has the same effect. For a change of barrier at fixed $b$ and $\tau_0$, the same equation gives $dx/x=d\ln E/(x+2)$. Because $T_m=E/(kx)$,

$$d\ln T_m=d\ln E-\frac{dx}{x}=\frac{x+1}{x+2}\,d\ln E. \tag{16}$$

Two runs on the same sample remove the unknown prefactor. For run $i$, equation (5) gives

$$b_i=\frac{kT_i^2}{E\tau_0}\exp\left(-\frac{E}{kT_i}\right),\qquad i=1,2.$$

Dividing the second by the first cancels $E\tau_0$:

$$\frac{b_2}{b_1}=\frac{T_2^2}{T_1^2}
\exp\left[\frac Ek\left(\frac1{T_1}-\frac1{T_2}\right)\right].$$

Moving the squared temperatures to the left and taking the logarithm gives

$$E=\frac{k\ln[b_2T_1^2/(b_1T_2^2)]}{1/T_1-1/T_2}. \tag{17}$$

With one run, a prefactor has to be assumed. The first relation in equation (11) can be written $x+\ln x=\ln[T_m/(b\tau_0)]$. At fixed $T_m$ and $b$, therefore, $dE=-kT_m\,d\ln\tau_0/(1+1/x)$.

### Worked example

Take the round values $E=0.65$ eV, $w_0=10^{13}$ s$^{-1}$ and $b=0.10$ K/s. Then $\tau_0=1/(2w_0)=5.0\times10^{-14}$ s, and $A=E/(kb\tau_0)=1.509\times10^{18}$. Thus $L=41.858$. The start $L-2\ln L=34.389$ and one step of equation (10) give

$$x=\frac{34.389\,(43.858-2\ln34.389)}{36.389}=34.76.$$

Hence $T_m=E/(kx)=217$ K, or $-56$ °C. The interval $kT_m^2/E$ is 6.243 K, and the relaxation time at the peak is $6.243/0.10=62.4$ s. The leading-order full width is $2.45\times6.243=15.3$ K; the full current curve of the model has a width of 14.7 K, about 4% less.

The run starts at 150 K, where $\tau=3.45\times10^8$ s and $R(T_0)=1.16\times10^7$. Condition (7) is amply met, and the start may be called cold. Equation (13) gives $\phi=0.388$, compared with $e^{-1}=0.368$.

Direct integration of the eight site probabilities during heating, without use of equation (5), gives peaks at 212.98, 217.00 and 221.16 K for $b=0.05$, 0.10 and 0.20 K/s. The formula gives the same values to the digits shown. For a very different set, $E=0.10$ eV, $w_0=10^6$ s$^{-1}$ and $b=0.30$ K/s, the formula gives 67.89 K, and the integrated peak agrees within 0.005 K.

Inserting the outer two peaks of the first set into equation (17), with $k=8.617\times10^{-5}$ eV/K, gives

$$E=\frac{k\,[\ln4+2\ln(212.98/221.16)]}{1/212.98-1/221.16}
\approx0.650\ \text{eV}.$$

The small temperature difference in the denominator makes this method sensitive. Differentiating equation (17) shows that an error of 1 K in $T_2$ alone changes $E$ by about 12% of its value here. An offset of 1 K common to both peaks changes it by about 0.9%. The two runs should therefore share the same thermometer position and sample mounting. This does not remove the error from a thermal lag, because the resulting offset grows with the heating rate. If the sample trails the thermometer by 5 s in both runs, the recorded peaks are 0.25 and 1.0 K too high, and equation (17) gives about 0.60 eV instead of 0.65 eV. The lag must be corrected for or kept small by slow heating. With one run, assuming a $\tau_0$ ten times too large lowers the inferred barrier by about 42 meV.

For the size of the current, let 0.10% of the cations be dopants and $a=0.54$ nm. A fluorite cell has four cations. Charge balance supplies one vacancy for two dopants, so at most half the dopants can be paired. Taking every vacancy as paired gives a dipole density $N=1.270\times10^{19}$ cm$^{-3}$. The moment is $p/e=0.4677$ nm.

Let the polarizing field be $F=0.010$ MV/cm along unit vector $\mathbf n$. A site has energy $-\mathbf p\cdot F\mathbf n$. To first order in the field its probability is

$$f_s=\frac18\left(1+\frac{2eaF}{4kT_p}\,\mathbf s\cdot\mathbf n\right),$$

where $T_p$ is the polarizing temperature. Over the eight sites $s_i$ averages to zero, and $s_is_j$ averages to one for $i=j$ and to zero otherwise. So $(\mathbf s\cdot\mathbf n)^2$ averages to one, and the mean moment is $(2ea/4)^2F/(kT_p)$. Since $p^2=3(2ea/4)^2$,

$$P_0=\frac{Np^2F}{3kT_p}.$$

At $T_p=230$ K, $pF/(kT_p)=0.0236$, which justifies the linear step, and

$$P_0=\frac{Np}{3}\times0.0236=7.49\times10^{-4}\ \mu\text{C/cm}^2 .$$

The relaxation time at 230 K is 8.75 s, so a hold of a minute nearly completes the polarization. Equation (14) gives

$$J_m=\frac{748.5\times0.3879}{62.43}=4.65\ \text{pA/cm}^2,$$

with the polarization written in pC/cm$^2$. This estimate omits local-field enhancement and assumes that the value at 230 K is quenched. If the dipoles instead followed equilibrium down to 217 K, $P_0$ would be 6% larger. As constant factors in $P_0$, these corrections do not move the peak. A local field that follows the decaying polarization would also act on the jump rates, which the model of independent dipoles leaves out.

### Size of neglected effects

A shift of 10 meV in the barrier, with all else fixed, moves the peak by 3.25 K. Equation (16) accounts for this: $217\times(10/650)\times35.76/36.76=3.25$ K. A spread of barriers among the pairs produces a sum of displaced curves, and inserting the maximum of that sum into equation (5) need not return the mean barrier.

Quantum motion can also matter. Suppose that the well and the inverted barrier are parabolic along the jump, both with frequency $w_0$, and set $v_q=hw_0/(kT)$, where $h$ is Planck's constant. Averaging the transmission probability of the parabolic barrier over thermal energies multiplies the classical rate by $(v_q/2)/\sin(v_q/2)$ for $v_q<2\pi$. Replacing the classical partition function of the well, $1/v_q$, by the quantum sum $1/[2\sinh(v_q/2)]$ multiplies it by $2\sinh(v_q/2)/v_q$. The product, $\sinh(v_q/2)/\sin(v_q/2)$, is 1.505 at 217 K. Solving for the peak with this factor lowers it by 2.6 K. This is probably an overestimate, because 10 THz is too high for both curvatures if an oxygen ion crosses 0.65 eV over the distance $a/2$. A cosine-shaped potential with that height and length gives 5.2 THz at the well and at the top. With the classical prefactor unchanged, the factor is then 1.12 and the peak falls by only 0.7 K.

If the rate prefactor grows in proportion to $T$ and is matched at 217 K, the peak rises by 0.16 K. A lag between sample and thermometer enters the recorded peak temperature directly.

Charged defects have a mean spacing of 3.40 nm. With an assumed relative permittivity of 25, the field of one such defect at that distance splits adjacent sites by $\Delta=2.69$ meV. If the barrier top, measured from the lower site, rises by half the splitting, the barriers in the two directions are $E\pm\Delta/2$, and the two jump rates along that edge are $we^{\pm\Delta/2kT}$. Their sum, $2w\cosh(\Delta/2kT)$, replaces $2w$, and the peak moves by $-0.016$ K. The linear effects cancel in this symmetric case; local strain may change the barrier itself. A single defect at the mean spacing understates the typical field. For randomly placed charges of either sign, kept at least 0.6 nm away, the median splitting is about 6.6 meV and the corresponding shift about $-0.1$ K. Pairs with larger splittings shift more, but they also respond less to the polarizing field, by the factor $1/\cosh^2(\Delta/2kT_p)$. With this weight the peak of the summed current moves by about $-0.24$ K and $P_0$ falls by about 8%; with equal weights the shift would be about $-0.34$ K. These figures depend on the assumed closest distance. The dipole-dipole energy scale is 0.16 meV at the mean pair spacing, against $kT_m=18.7$ meV. Closer pairs interact more strongly.

For a binding energy assumed to be 0.25 eV, equilibrium between bound and free vacancies follows from counting sites. Let $c$ be the dopants, $n$ the pairs and $m$ the free vacancies, all per cation. There are eight bound sites per unpaired dopant and two oxygen sites per cation, so in the dilute limit $n=4(c-n)m\exp(0.25\,\text{eV}/kT)$, with $n+m=c/2$. The free share of vacancies is 0.08% at 217 K and 3% at 300 K. Fixed pair number is thus a fair assumption for these inputs. The count gives every oxygen site outside the cube the energy of a free vacancy. If the next shell of sites binds the vacancy almost as strongly as the cube does, the vacancy also spends time there, and the single relaxation time of equation (1) is no longer assured. With randomly placed dopants, a fraction $1-(1-c)^{12}=1.2\%$ have another dopant on one of the twelve nearest cation sites. Vacancies there may have a different barrier.

### The real case

The parameters lie in the rough regime of ceria with a small trivalent doping: a fluorite lattice with $a$ near 0.54 nm and a reorientation barrier somewhat above half an electronvolt. The 217 K peak is a result for the chosen inputs, not a measured property of ceria. The doping is far below that of ceria electrolytes, where roughly 10 to 20% of the cations are replaced. At 10%, the same random count gives $1-0.9^{12}=72\%$ of dopants with a dopant neighbour. Isolated identical pairs are then no longer a sound starting point. If a changed environment alters the barrier by 10 meV, its contribution moves by about 3 K; larger changes move it roughly in proportion. The model supplies no distribution of those changes, so it cannot predict the peak of a concentrated electrolyte.

For implementation, solve equation (9) or (10), confirm condition (7), and compare the measured width with $2.45\,kT_m^2/E$. This estimate is itself too large, by 4% and 8% in the two examples here, so a close test needs the width of the full curve from equations (2) and (12). In the first example a Gaussian spread of barriers with a standard deviation of 5 meV widens the peak from 14.7 to 15.2 K, which would pass unnoticed against the leading-order 15.3 K. If the width disagrees by clearly more than that, two causes to consider are a wrong barrier, with a compensating prefactor that has hidden the error in the peak position, and a contribution from more than one environment. A temperature gradient in the sample can also broaden the peak. If more than one environment contributes, integrate and add separate currents for the different environments before seeking the maximum. Most of the values used here are listed in the numerical output below.

## Computed results

```
reorientation barrier E = 0.65 eV
edge-jump prefactor w0 = 1.0e+13 1/s
relaxation prefactor tau0 = 5.0e-14 s
heating rate b = 0.10 K/s
starting temperature T0 = 150 K
tau at T0 = 3.45e+08 s
b E tau(T0)/(k T0^2) = 1.16e+07 (no unit)
E/(k b tau0) = 1.509e+18 (no unit)
x = E/(k Tm) = 34.761 (no unit)
peak temperature, formula = 217.00 K
peak temperature, formula = -56.15 deg C
relaxation time at peak = 62.43 s
k Tm^2/E = 6.243 K
polarization fraction left at peak = 0.3879 (no unit)
1/e for comparison = 0.3679 (no unit)
b = 0.05 K/s: simulated peak = 212.98 K, formula = 212.98 K
b = 0.10 K/s: simulated peak = 217.00 K, formula = 217.00 K
b = 0.20 K/s: simulated peak = 221.16 K, formula = 221.16 K
d ln Tm/d ln b, simulated = 0.02721 (no unit)
1/(x+2) = 0.02720 (no unit)
barrier from two simulated peaks = 0.6500 eV
second test set: E = 0.10 eV, w0 = 1e+06 1/s
second test set: b = 0.30 K/s, peak = 67.89 K
lattice parameter = 0.54 nm
dopant fraction of cations = 0.10 %
dipole density = 1.270e+19 1/cm3
dipole moment / e = 0.4677 nm
polarizing field = 0.010 MV/cm
polarizing temperature = 230 K
tau at polarizing temperature = 8.75 s
initial polarization = 7.485e-04 uC/cm2
peak current density = 4.651 pA/cm2
pF/(kT) when polarizing = 0.0236 (no unit)
largest Curie-law error = 0.0062 %
Curie gain if frozen at Tm = 6.0 %
quantum rate factor at Tm = 1.505 (no unit)
peak shift, quantum jump = -2.59 K
peak shift, rate prefactor prop. to T = 0.163 K
peak shift, barrier +10 meV = 3.25 K
relative permittivity assumed = 25 (no unit)
charged-defect spacing = 3.40 nm
adjacent-site splitting = 2.69 meV
peak shift, uniform defect field = -0.0161 K
dipole-dipole energy = 0.160 meV
thermal energy at Tm = 18.70 meV
pair binding energy assumed = 0.25 eV
free vacancies at Tm = 0.078 %
free vacancies at 300 K = 2.97 %
dopants with a dopant neighbour = 1.19 %
```
